Defect relaxation driven by dispersive hydrogen diffusion in amorphous silicon

Hydrogenated amorphous silicon (a-Si:H) contains broken bonds, called defects here, and weak bonds that can become defects. Hydrogen moving through the network can convert one into the other. The problem is to find how an excess of defects decays when the mobility of the hydrogen itself falls with time.

The premise is a dispersive diffusivity. At constant temperature, with t counted from the moment at which the hydrogen begins its slowing down,

D(t) = D₁ (t/t₁)^(−α), 0 < α < 1,

where D₁ is the diffusivity at a reference time t₁. This law is assumed, not derived from a picture of traps. The further assumptions are these.

1. Hydrogen atoms move independently, by jumps of fixed length a in uncorrelated directions that average to zero, at a mean rate Γ(t) that is the same for all of them.
2. A fraction c of the hydrogen sites is occupied, and this fraction does not change.
3. A hydrogen atom arriving at a defect heals it with probability p_h. One arriving at a weak bond breaks it with probability p_b. Both probabilities are constant and the same at all sites.

No ħ, electron mass or charge enters the algebra, so the equations read the same in atomic units. Numbers are given in nm, s, eV and K, with diffusivities in cm²/s and densities in cm⁻³.

**(a) Relate D(t) to the jump rate and find the mean square displacement.**

Let r be the displacement of one atom since t = 0 and let d be its next jump, with |d| = a. The jump changes r² by

|r + d|² − r² = 2 r·d + a².

The direction of d is independent of r and no direction is preferred, so r·d averages to zero and each jump adds a² on average. Jumps occur at the rate Γ(t), hence

d⟨r²⟩/dt = a² Γ(t).

The instantaneous diffusivity in three dimensions is defined by d⟨r²⟩/dt = 6D(t). Therefore

D(t) = a² Γ(t)/6, Γ(t) = 6D(t)/a².

Integrating the power law from zero gives

⟨r²⟩ = 6D₁ t₁^α ∫₀ᵗ t'^(−α) dt' = 6D₁ t₁^α t^(1−α)/(1−α).

The integral converges at t' = 0 because α < 1. Since D₁ t₁^α t^(−α) = D(t), this is

⟨r²⟩ = 6D(t) t/(1−α).

There are thus two diffusivities to keep apart. The average value ⟨r²⟩/(6t) equals D(t)/(1−α). It decays with the same power of time as D(t) but is larger by the factor 1/(1−α).

**(b) Write the rate equation for the defect density N(t) and show that the excess relaxes by a first-order law.**

First find how often hydrogen arrives at a given site. Let the site have z neighbours. Each holds a hydrogen atom with probability c, that atom jumps at the rate Γ, and the jump leads to our site with probability 1/z. The arrival rate is

z · c · Γ · (1/z) = cΓ(t).

This uses the mean occupation c for the neighbours whatever has happened at the site before. Part (f) examines that mean-field step.

Let W be the density of sites that can be either a defect or a weak bond. Then N of them are defects and W − N are weak bonds, so that

dN/dt = −cΓ p_h N + cΓ p_b (W − N).

Collecting the terms in N, with p = p_h + p_b,

dN/dt = −cΓ (pN − p_b W) = −cΓp (N − N_eq), N_eq = p_b W/p.

Healing and breaking are both driven by the same arrivals. Γ(t) therefore cancels from the stationary density N_eq, which stays constant while the hydrogen slows down. For the excess ΔN = N − N_eq,

dΔN/dt = −k(t) ΔN, k(t) = cpΓ(t) = 6cpD(t)/a².

The law is first order at each instant, with a rate coefficient proportional to the instantaneous diffusivity.

**(c) Solve for ΔN(t) when relaxation starts at t = 0. Identify the shape of the decay and its time constant.**

Write k₁ = 6cpD₁/a² for the rate at t₁, so that k(t) = k₁(t/t₁)^(−α). Dividing the rate equation by ΔN and integrating,

ln[ΔN(t)/ΔN(0)] = −∫₀ᵗ k(t') dt' = −k₁ t₁^α t^(1−α)/(1−α).

Set β = 1 − α and define τ by

(t/τ)^β = k₁ t₁^α t^β/β.

Cancelling t^β gives τ^β = β/(k₁ t₁^α). Because t₁^(−α) = t₁^β/t₁, this equals t₁^β β/(k₁t₁), and so

ΔN(t) = ΔN(0) exp[−(t/τ)^β], β = 1 − α,

τ = t₁ [β/(k₁t₁)]^(1/β).

This is a stretched exponential. Its physical content is clearest in terms of jumps. The exponent is cp times the mean number of jumps per hydrogen atom, ∫₀ᵗ Γ dt'. Counted in jumps, the decay is a simple exponential, and the excess falls to 1/e after 1/(cp) jumps. The stretching enters when jumps are translated into time, because later jumps take longer.

Numerical integration of the two-way rate equation of part (b) gives exponents of 1.00, 0.90, 0.75 and 0.50 for α = 0, 0.10, 0.25 and 0.50. The case α = 0 is ordinary diffusion and simple exponential decay.

If the averaged diffusivity D/β were put in place of D, the rate would be too large by 1/β. Then τ^β would be too small by the factor β, and τ by β^(1/β). The exponent would still be right, so the shape of the curve would not reveal the error.

**(d) Find the half time and the mean relaxation time. What replaces the result when α = 1 or α > 1?**

Setting exp[−(t/τ)^β] = 1/2 gives (t/τ)^β = ln 2, and

t_half = τ (ln 2)^(1/β).

The mean relaxation time is the area under the normalized decay. With u = (t/τ)^β we have t = τu^(1/β) and dt = (τ/β) u^(1/β−1) du, so

∫₀^∞ exp[−(t/τ)^β] dt = (τ/β) ∫₀^∞ u^(1/β−1) e^(−u) du = τ G(1/β)/β = τ G(1 + 1/β),

where G is Euler's gamma function and the last step uses xG(x) = G(1 + x).

For α ≥ 1 the integral of k diverges at t = 0, so relaxation must start at some t₀ > 0. For α = 1,

∫ from t₀ to t of k₁t₁/t' dt' = k₁t₁ ln(t/t₀),

ΔN(t)/ΔN(t₀) = (t/t₀)^(−k₁t₁),

which is a power law. For α > 1,

∫ from t₀ to t of k dt' = k₁t₁^α [t₀^(1−α) − t^(1−α)]/(α−1).

The second term vanishes at long times, and the excess stops falling at the fraction

exp[−k₁t₁^α t₀^(1−α)/(α−1)].

The hydrogen then makes a finite mean number of further jumps, and some defects are never healed. With k₁t₁ = 3.337, α = 1.5 and t₀ = 10⁵ s = 100 t₁, the exponent is 3.337 × 100^(−0.5)/0.5 = 0.667, and a fraction 0.513 remains.

**(e) Suppose that the defects are created at a time t_w after the hydrogen began to slow down. How does their excess decay with the elapsed time s?**

The rate depends on the age of the hydrogen, not on that of the defects. Relaxation therefore runs from t_w to t_w + s, and

ΔN(s)/ΔN(0) = exp{−[(t_w + s)^β − t_w^β]/τ^β}.

For s much smaller than t_w, expansion to first order gives

(t_w + s)^β − t_w^β ≈ β t_w^(β−1) s.

The early decay is then a simple exponential with rate βt_w^(β−1)/τ^β = k(t_w), since D hardly changes during so short a time. For s much larger than t_w, the bracket is approximately s^β − t_w^β + βt_w s^(β−1). The leading term brings back the stretched time dependence. The second term alone would multiply it by the constant exp[(t_w/τ)^β], but the third is smaller than the second only by the factor β(t_w/s)^α, which falls slowly. For t_w = τ and s = 10t_w the third term still lowers the fraction by about a third, and by then less than one per cent of the excess is left.

The stretched form from the first moment thus requires that relaxation and slowing down start together. For β = 0.75 and t_w = τ, the fraction left at s = τ is exp[−(2^0.75 − 1)] = 0.506, against e⁻¹ = 0.368 without a wait.

**(f) A hydrogen atom that arrives without reacting may come back. Estimate how this changes the rate.**

Let F be the probability that an atom leaving a site ever returns to it. In three dimensions F < 1. Consider healing alone, with reaction probability p per visit. An atom that has arrived for the first time reacts at some visit with probability

p + (1−p)F p + [(1−p)F]² p + … = p/[1 − (1−p)F].

Without reactions, each newcomer makes 1 + F + F² + … = 1/(1−F) visits. All visits together occur at the rate cΓ, so at late times newcomers arrive at the rate cΓ(1−F). The late rate is the product

k_late = cΓp (1−F)/(1 − F + pF) = k/[1 + pF/(1−F)].

The correction is small when p is small: nearly all the visits fail, so the visitors are hardly depleted by reactions.

For a simple cubic lattice F = 0.3405, and with p = 0.05005 the factor is 1/(1 + 0.05005 × 0.516) = 0.975. At first there is no depletion and the factor is 1. A lattice calculation that follows the hydrogen density around one defect gives an exponent of 0.979 at t = τ, where the simple law gives 1. If each arrival reacted (p = 1), the same formula would give k_late = (1−F)k, and the early and late rates would differ by a third. The network of a-Si:H is not cubic, so F is an estimate there; on the fourfold diamond lattice F = 0.44 and the late factor for p = 0.05005 is 0.962.

**(g) Evaluate the decay for a film annealed at 470 K, with the following model parameters.**

α = 0.25, D₁ = 1.0 × 10⁻¹⁶ cm²/s at t₁ = 1000 s
a = 0.3 nm, c = 0.10
p_h = 0.050, p_b = 5.0 × 10⁻⁵
W = 1.0 × 10¹⁹ cm⁻³, N(0) = 1.0 × 10¹⁷ cm⁻³

Here β = 0.75 and p = 0.05005. The stationary density is

N_eq = 5.0 × 10⁻⁵ × 1.0 × 10¹⁹/0.05005 = 1.0 × 10¹⁶ cm⁻³.

One cm² is 10¹⁴ nm², so D₁ = 0.01 nm²/s and

Γ(t₁) = 6 × 0.01/0.3² = 0.667 s⁻¹,

k₁ = 0.10 × 0.05005 × 0.667 = 0.00334 s⁻¹, k₁t₁ = 3.337.

The time constant follows:

τ = 1000 s × (0.75/3.337)^(1/0.75) = 137 s, or 2.3 min.

The half time is 84 s and the mean relaxation time is 163 s. The excess reaches one per cent of its initial value after about 1050 s. Using the averaged diffusivity by mistake would give τ = 93 s.

By t = τ a hydrogen atom has made 1/(0.10 × 0.05005) = 200 jumps on average. Its rms displacement is 0.3 nm × √200 = 4.2 nm, far less than the thickness of a film of some hundred nm, so at this time the surfaces matter little to most defects. If the surfaces absorb hydrogen, the defects near them heal more slowly and come to dominate the small excess left at late times: for a 300 nm film with fully absorbing surfaces, a continuum estimate raises the remaining fraction from 0.012 to about 0.018 at 1000 s and from 4 × 10⁻⁵ to about 4 × 10⁻³ at 3000 s.

The remaining excess fraction compares with a simple exponential of the same τ as follows:

10 s: 0.869, against 0.929
100 s: 0.453, against 0.481
1000 s: 0.012, against 0.0007

The two curves cross at t = τ. Before that the stretched decay is ahead, thanks to the lead it gains at the start, when the hydrogen is fast. Its rate k(t) falls below 1/τ already at t = β^(1/α) τ ≈ 0.32τ, and the lead is used up at t = τ. Afterwards it lags, and at 1000 s it leaves about 18 times as much excess.

**(h) Which neglected effects matter for these numbers?**

*Hydrogen supply.* With one site per a³, the hydrogen density is 3.7 × 10²¹ cm⁻³. There are 2.7 × 10⁻⁵ initial defects per hydrogen atom. Healing and breaking also continue at the stationary density, but even if every conversion takes up one hydrogen atom, c falls by less than one part in 10⁴ within 10τ. It can therefore be held constant here.

*Delay.* If the hydrogen has been slowing down for 10 s before the defects start to relax, part (e) gives a fraction of 0.401 after a further time τ, instead of 0.368.

*Early cutoff.* The power law cannot hold down to t = 0, where D diverges. Let D be constant before t_s. The exponent gathered up to t_s is then k(t_s)t_s instead of k(t_s)t_s/β. The loss is k(t_s)t_s(1−β)/β = α(t_s/τ)^β, because k(t_s)t_s/β = (t_s/τ)^β. For t_s = 1 s this lowers the exponent at τ from 1 to 0.994.

*Late cutoff.* If D stops falling at t_f, the rate stays at k(t_f) = β(t_f/τ)^β/t_f, and for t > t_f the exponent is

(t_f/τ)^β [1 + β(t/t_f − 1)].

The tail is then a simple exponential. For t_f = 2τ, the fraction left at 5τ is 0.028 instead of 0.035.

*Temperature.* Let D₁ vary as exp(−E/k_BT) with E = 1.5 eV, a rough value, and hold α and t₁ fixed. Since τ is proportional to D₁^(−1/β), a rise δT changes ln τ by about −(E/k_BT)(δT/T)/β. With k_BT = 0.0405 eV and δT = 1 K this is −0.105, and τ falls by 10 per cent to 123 s.

*Unequal defects.* Let both conversion probabilities at a site carry a factor g that varies from site to site, leaving N_eq/W unchanged, and let the initial excess be distributed independently of g. With x = (t/τ)^β, the remaining fraction is S = ⟨e^(−xg)⟩. Put φ(x) = −ln S. Then

φ' = ⟨g e^(−xg)⟩/⟨e^(−xg)⟩

is the mean of g over the surviving excess, and φ'' is minus the variance of g over it. So φ is concave. As φ(0) = 0, it follows that φ ≥ xφ'. The apparent exponent is

d ln φ/d ln t = β xφ'/φ ≤ β.

A spread of sites therefore stretches the decay further. For a Gaussian spread of barriers with standard deviation 0.02 eV, so that ln g has standard deviation 0.02/0.0405 = 0.49, and with a median g of 1, the apparent exponent at τ is 0.67 instead of 0.75. The remaining fraction at τ hardly moves, from 0.368 to 0.370, but this is special to that time and to a median g of 1; if the mean of g is held at 1 instead, the fraction is 0.410. Expanding e^(−xg) to second order in ln g changes the fraction by x(x−1)e^(−x)/2 times the variance of ln g, which vanishes at x = 1. At later times the spread leaves more excess. With the same spread and a constant D, the apparent exponent at x = 1 is 0.89. A stretched decay is therefore not by itself evidence of dispersive diffusion. A stronger check is to measure α separately and compare 1 − α with the exponent of the decay. Agreement is consistent with the law but does not prove it, since a spread of sites lowers the exponent, a wait as in part (e) raises it, and the two can cancel. With the spread above and α = 0.25, a wait of between 10 and 30 s brings the apparent exponent at an elapsed time τ back to 0.75. For the same reasons, neither a smaller nor a larger exponent rules out dispersive diffusion.

**(i) How do the parameters and the result compare with real a-Si:H?**

With 5 × 10²² silicon atoms per cm³, the model's hydrogen density is about 7 atomic per cent, somewhat below the ten or so typical of device-grade films. A defect density of order 10¹⁷ cm⁻³ after long light soaking is also of the right rough size. The annealing time is not a test of the model, because it rests on the chosen D₁ and conversion probabilities. It also depends strongly on temperature: with E = 1.5 eV and α held fixed, the same parameters give τ of about 14 h at 420 K. This extrapolation belongs to the model. It gives τ an activation energy E/β = 2.0 eV, above the roughly 1 to 1.5 eV usually reported for defect annealing in a-Si:H; with 1.0 eV, τ at 420 K would be about 0.7 h. In real films α also changes with temperature; taking β proportional to T would give about 18 h. The diffusivity is less certain, since it depends strongly on doping and preparation. The chosen D₁ is high for an undoped film, where values of order 10⁻¹⁸ cm²/s or less are to be expected at 470 K. With the other parameters held fixed, a D₁ ten times smaller lengthens τ by 10^(1/0.75) ≈ 22, and one a hundred times smaller gives τ ≈ 18 h. The conversion probabilities are model choices, not measured values; halving p lengthens τ by 2^(1/0.75) ≈ 2.5. The figure of 2.3 min thus belongs to the chosen parameters, and for a given film it may be wrong by a factor of several hundred or more. Real films also break the assumption of identical sites, which for the modest spread above lowers the apparent exponent by 0.08 at t = τ and by more at later times. Finally, hydrogen held in traps of different depth need not share one jump rate. The result applies if the defects draw on a common mobile population whose share falls as t^(−α); if each defect depends on its own slow hydrogen atom, the average over defects has to be taken anew.

The main values are in the numerical output below.

Computed results

```
temperature 470 K, kT 0.0405 eV
alpha 0.25, beta 0.75
D at 1000 s: 1.0e-16 cm^2/s
jump length 0.3 nm, hydrogen site fraction 0.10
hydrogen density 3.70e+21 cm^-3
p_heal 0.050, p_break 5.0e-05, sum 0.05005
convertible sites W 1.0e+19 cm^-3
N at start 1.0e+17, N_eq 9.990e+15 cm^-3
jump rate at t_ref 0.6667 1/s
relaxation rate k at t_ref 0.00334 1/s
k_ref t_ref 3.3367
tau 136.7 s = 2.28 min
half time 83.8 s
time to 1 percent excess 1047 s
mean relaxation time 162.7 s
tau if averaged D is misused 93.1 s
D at tau 1.645e-16 cm^2/s
jumps per hydrogen atom at tau 199.8
rms displacement at tau 4.24 nm
t 10 s: excess fraction 0.8688, N 8.819e+16 cm^-3, plain exponential 0.9294
t 100 s: excess fraction 0.4533, N 5.079e+16 cm^-3, plain exponential 0.4811
t 1000 s: excess fraction 0.0117, N 1.104e+16 cm^-3, plain exponential 0.0007
alpha 0.00: exponent from rate equation 1.00000
alpha 0.10: exponent from rate equation 0.90000
alpha 0.25: exponent from rate equation 0.75000
alpha 0.50: exponent from rate equation 0.50000
alpha 1, 10 s to 20 s: excess fraction 0.0990
alpha 1.5, start 1e+05 s: plateau 0.5131
Neglected effects
return probability, cubic lattice 0.3405
late rate factor from returns 0.9748
decay exponent at tau with returns 0.9790 (law: 1)
starting defects per hydrogen atom 2.7e-05
excess fraction at tau, no wait 0.3679
same after 10 s wait 0.4010
same after wait of tau 0.5057
early exponent after wait of tau 0.9995
D constant before 1 s: exponent at tau 0.9937
excess fraction at 5 tau, law 0.0353
same if D is constant after 2 tau 0.0280
rough activation energy of D 1.5 eV
tau at 1 K higher 123.1 s, ratio 0.9005
barrier spread (standard deviation) 0.02 eV
excess fraction at tau with spread 0.3698
apparent exponent at tau with spread 0.6703
same spread, constant D: apparent exponent 0.8938
```
